# Donor Stark Resonances by Complex Scaling: Finding the Stationary Plateau

## Definitions and conventions

A donor electron occupies one ellipsoidal valley with transverse mass $m_t$ and heavy longitudinal mass $m_l$. The static field points along the heavy axis $+z$, so the electron's potential energy is $+e\mathcal F z$ and it escapes towards $z\to-\infty$. With relative permittivity $\epsilon$, the units are

$$a^*=\frac{4\pi\epsilon_0\epsilon\hbar^2}{m_te^2},\qquad E^*=\frac{\hbar^2}{m_ta^{*2}},\qquad \mathcal F^*=\frac{E^*}{ea^*}.$$

They are called the effective Bohr radius, the effective Hartree and the effective field unit. With $\gamma=m_t/m_l$ and $F=\mathcal F/\mathcal F^*$,

$$H=-\tfrac12(\partial_x^2+\partial_y^2+\gamma\partial_z^2)-\frac1r+Fz .\tag{1}$$

The model has parabolic bands and static screening. It omits the central-cell potential, valley-orbit coupling and phonons.

For $F\ne0$ the ground level can leak out. It becomes a resonance, a solution with purely outgoing waves and energy $E=E_r-i\Gamma/2$. The sign follows from the flux. Multiply $H\psi=E\psi$ by $\psi^*$, integrate over a large volume and take the imaginary part. The real potential drops out, and integrating the kinetic term by parts leaves

$$\operatorname{Im}E\int|\psi|^2\,d^3r=-\tfrac12\oint\mathbf j\cdot d\mathbf S ,$$

where $\mathbf j$ is the probability current. Outgoing flux is positive, hence $\operatorname{Im}E<0$. The probability factor $|e^{-iEt/\hbar}|^2=e^{-\Gamma t/\hbar}$ gives the lifetime $\hbar/\Gamma$.

## Moving the anisotropy into the Coulomb term

Set $z=\sqrt\gamma\,z'$. Then $\gamma\partial_z^2=\partial_{z'}^2$. With $r'^2=x^2+y^2+z'^2$ and $u=z'/r'$,

$$r^2=r'^2(1-u^2)+\gamma r'^2u^2=r'^2[1-(1-\gamma)u^2].$$

The Hamiltonian becomes

$$H=-\tfrac12\nabla'^2-\frac{g(u)}{r'}+\sqrt\gamma\,F\,r'u,\qquad g(u)=[1-(1-\gamma)u^2]^{-1/2}.\tag{2}$$

The factor $\sqrt\gamma$ in the field term is essential: the heavy mass weakens the effective field in these coordinates.

## Why rotation exposes the resonance

Replace $r'$ by $r'e^{i\theta}$. Two derivatives contribute $e^{-2i\theta}$, the Coulomb term $e^{-i\theta}$ and the field term $e^{i\theta}$:

$$H(\theta)=e^{-2i\theta}T+e^{-i\theta}V+e^{i\theta}W.\tag{3}$$

If $\psi(r',u)$ solves the original equation, its continuation $\psi(r'e^{i\theta},u)$ solves the rotated one with the same $E$. It is an eigenfunction if it is square integrable.

To check this, write $f=\sqrt\gamma F$ and use $\xi=r'+z'$, $\eta=r'-z'$. At large distance the field dominates the Coulomb term, and the leading factors obey $X''\simeq(f\xi/4)X$ and $Y''\simeq-(f\eta/4)Y$. The decaying uphill and outgoing downhill solutions are

$$X\sim e^{-\sqrt f\,\xi^{3/2}/3},\qquad Y\sim e^{\,i\sqrt f\,\eta^{3/2}/3}.$$

Rotation multiplies both exponents by $e^{3i\theta/2}$. Their real parts become proportional to $-\cos(3\theta/2)$ and $-\sin(3\theta/2)$. Both are negative for

$$0<\theta<\pi/3 .$$

In this window each factor has one decaying and one growing solution whatever the energy, so at this leading level no energy gives merely oscillating waves. The outgoing resonance is a discrete eigenvalue. At $F=0$ the condition is different: a bound tail $e^{-\kappa r'}$ remains decaying for $\theta<\pi/2$.

## Real matrices and one complex scale

Let $\lambda$ be the basis exponent and $x=2\lambda r'$. The radial functions are

$$R_n(x)=\frac{L_n^{(2)}(x)e^{-x/2}}{\sqrt{(n+1)(n+2)}},\qquad \int_0^\infty x^2R_nR_m\,dx=\delta_{nm},$$

with $n=0,\dots,N-1$. The angular functions are $\hat P_l=\sqrt{l+1/2}\,P_l$, $l=0,\dots,L$. The axial quantum number is zero. Define

$$A=\int x^2R_n'R_m',\quad B=\int R_nR_m,\quad M_1=\int xR_nR_m,\quad M_3=\int x^3R_nR_m .$$

Integrating the kinetic energy by parts gives a gradient form; the boundary term $x^2R_nR_m'$ vanishes at both ends. At $\lambda=1/2$, where $x=r'$, the matrices are

$$T=\tfrac12\delta_{ll'}[A+l(l+1)B],\quad V=-\langle l|g|l'\rangle M_1,\quad Z=\sqrt\gamma\,\langle l|u|l'\rangle M_3 .$$

For general $\lambda$, dimensional scaling multiplies them by $(2\lambda)^2$, $2\lambda$ and $(2\lambda)^{-1}$. Combining these factors with (3),

$$H(q)=q^2T+qV+\frac Fq Z,\qquad q=2\lambda e^{-i\theta}.\tag{4}$$

Thus exponent and angle are the modulus and phase of one parameter. The matrix is complex symmetric, $H^T=H$, but not Hermitian.

Radial integrands are polynomials times $e^{-x}$, of degree at most $2(N-1)+3=2N+1$. Gauss–Laguerre quadrature with $K$ points is exact to degree $2K-1$, so $K\ge N+1$ suffices apart from rounding; $K=N+4$ is used here. The angular integrals use Gauss–Legendre quadrature.

## The stationary condition

Let $Hc=Ec$ with $c^Tc\ne0$. Symmetry makes $c^T$ the left eigenvector. Differentiate $(H-E)c=0$ with respect to $\ln q$ and multiply by $c^T$. The term containing the derivative of $c$ vanishes because $c^T(H-E)=0$. Hence

$$D\equiv\frac{dE}{d\ln q}=\frac{c^T(2q^2T+qV-Fq^{-1}Z)c}{c^Tc}=2\langle T\rangle+\langle V\rangle-\langle W\rangle .\tag{5}$$

Here the brackets contain the scaled operators and use the c-product, without complex conjugation. Since $\ln q=\ln(2\lambda)-i\theta$,

$$\frac{\partial E}{\partial\ln\lambda}=D,\qquad \frac{\partial E}{\partial\theta}=-iD .\tag{6}$$

The exact resonance does not depend on $q$, so it satisfies $D=0$. At $F=0$ this is the usual virial relation $2\langle T\rangle+\langle V\rangle=0$. With a field, inserting $\langle V\rangle=\langle W\rangle-2\langle T\rangle$ into the energy gives $E=2\langle W\rangle-\langle T\rangle$.

In a finite basis, $D=0$ is two real equations. Changing $\theta$ alone generally gives a small minimum of $|D|$, not a zero; $\lambda$ must change too. Where $D$ is analytic and nonzero, so is $1/D$, and the maximum-modulus principle forbids an interior maximum of $|1/D|$ unless $D$ is constant. A true interior minimum of a nonconstant $|D|$ is therefore a zero. A coarse grid minimum is only a starting point for Newton's method.

Equations (5) and (6) were tested by central differences in a deliberately small basis, $N=8$, $L=6$, at $\theta=0.6$ rad. The difference quotient for $\partial E/\partial\theta$ is $(4.7915+1.6278i)\times10^{-4}$ effective Hartree; the virial expression gives $(4.7912+1.6276i)\times10^{-4}$.

## Pseudocode

```text
SOLVE(T, V, Z, F, lnq, guess):
    q = exp(lnq);  H = q^2 T + q V + (F/q) Z
    factor H - sigma I, with sigma close to guess
    v = first basis vector
    repeat at most 30 times:
        v = solution of (H - sigma I) v_new = v
        divide v by its ordinary 2-norm
        E = (v^T H v)/(v^T v)          # no conjugation
        stop if norm(H v - E v) < tolerance
    if not converged: report it
    return E and D from the virial formula

LABEL:
    find the lowest eigenvalue at F = 0
    raise F in steps; use the last E as the next guess

PLATEAU:
    for each basis (N, L), enlarging both:
        scan theta at fixed lambda
        choose the point with smallest |D|
        find the connected range with |D| < threshold
        store E, range and energy spread over it
    also enlarge N and L separately
    estimate error = max(plateau spread, last basis change)

JOINT ZERO:
    scan |D| over lambda and theta
    start at the smallest interior grid minimum
    repeat: lnq = lnq - D / (dD/dlnq), with |step| <= 0.05
    stop when |D| is below tolerance
```

The derivative of $D$ can be a central difference in $\ln q$. There may be several zeros. One is useful if it lies on the plateau and its energy is stable in larger bases.

## Cost and numerical stability

The dimension is $n=N(L+1)$. A dense complex factorization costs about $8n^3/3$ real operations, and one matrix takes $16n^2$ bytes in double precision. For $N=24$, $L=20$ we have $n=504$, hence about $3.4\times10^8$ operations and 4 MB. The real matrices are built once per basis; each new $q$ needs a new factorization.

Inverse iteration damps a competing eigenvalue $E'$ by $|E-\sigma|/|E'-\sigma|$ per solve. The c-product quotient then has a second-order error: for $v=c+\delta$, terms linear in $\delta$ vanish because $(H-E)c=0$ and $c^T(H-E)=0$. The derivative $D$ has a first-order error, so the vector must be converged too.

A small residual is not by itself an eigenvalue error bound. Let $\rho=(H-\tilde E)v$. Multiplying by the exact left vector gives $c^T\rho=(E-\tilde E)c^Tv$, so

$$|E-\tilde E|\le\frac{\|c\|\,\|\rho\|}{|c^Tv|}.$$

If $c^Tc$ becomes very small, as near a coalescence of two eigenvalues, the denominator is dangerous and field continuation may lose its label. Reduce the field step. Moving $\theta$ can remove a coalescence caused by the finite basis, but not one between exact resonances, whose energies do not depend on $\theta$.

The plateau has two natural edges. At small $\theta$ the rotated outgoing wave decays slowly, since its exponent contains $\sin(3\theta/2)$. At large $\theta$ the uphill tail sets the limit: its decay contains $\cos(3\theta/2)$, which vanishes at $\pi/3$, while its oscillation becomes stronger. The inner bound part also becomes harder to represent, but much less so. For a tail $e^{-\kappa r'e^{i\theta}}$ put $\beta=\kappa e^{i\theta}/(2\lambda)$. The Laguerre integral

$$\int_0^\infty x^2e^{-(\beta+1/2)x}L_n^{(2)}(x)\,dx\propto\frac{(\beta-1/2)^n}{(\beta+1/2)^{n+3}}$$

shows that, apart from a slowly varying factor $\sqrt{(n+1)(n+2)}$, its coefficients fall by the factor

$$\left|\frac{\kappa e^{i\theta}-\lambda}{\kappa e^{i\theta}+\lambda}\right|$$

per added function. For $\kappa=\lambda$ this is $\tan(\theta/2)$. At $\theta=0.85$ rad it is 0.45. With the slowly varying factor included, the coefficient after 24 functions is about seven orders of magnitude below the first. The bound part therefore converges more slowly at larger angles, but it does not set the upper edge. The real state is not a single exponential, so this factor is only a guide.

## Two independent checks

**Isotropic mass.** For $\gamma=1$, use $\xi=r+z$, $\eta=r-z$. Then $1/r=2/(\xi+\eta)$, $z=(\xi-\eta)/2$, and for axial symmetry

$$\nabla^2=\frac4{\xi+\eta}[\partial_\xi(\xi\partial_\xi)+\partial_\eta(\eta\partial_\eta)].$$

Multiplying $(H-E)\psi=0$ by $-(\xi+\eta)/2$ and writing $\psi=X(\xi)Y(\eta)$ separates it:

$$(\xi X')'+\left(\frac{E\xi}{2}+\zeta-\frac{F\xi^2}{4}\right)X=0,$$
$$(\eta Y')'+\left(\frac{E\eta}{2}+1-\zeta+\frac{F\eta^2}{4}\right)Y=0.$$

The regular solution $X=\sum_k a_k\xi^k$, with $a_0=1$, has

$$k^2a_k=-\zeta a_{k-1}-\frac E2a_{k-2}+\frac F4a_{k-3},$$

where coefficients with negative index are zero. For $Y$, replace $\zeta$ by $1-\zeta$ and reverse the last sign. The unknowns $E,\zeta$ follow from $X(40)=0$ and $Y(40e^{i\pi/3})=0$. On the second ray $i\eta^{3/2}=-|\eta|^{3/2}$, so the outgoing solution decays. The finite endpoint stands for infinity, where the unwanted solution grows.

At $F=0.1$ the series gives $E_r=-0.527418175$ and $\Gamma=0.014538114$. Complex scaling gives $-0.527418174$ and $0.014538099$. The test requires agreement of the complex energies to $10^{-7}$ effective Hartree.

**Anisotropic mass.** The second check keeps the original coordinates of (1). Now $u=z/r$ and $\partial_z=u\partial_r+r^{-1}(1-u^2)\partial_u$. The Legendre identities

$$uP_l=\frac{(l+1)P_{l+1}+lP_{l-1}}{2l+1},\quad (1-u^2)P_l'=\frac{l(l+1)(P_{l-1}-P_{l+1})}{2l+1}$$

give, after normalization and with $c_l=l/\sqrt{4l^2-1}$,

$$\partial_z(R\hat P_l)=c_{l+1}\left(R'-\frac{lR}{r}\right)\hat P_{l+1}+c_l\left(R'+\frac{(l+1)R}{r}\right)\hat P_{l-1}.$$

Inner products of these derivatives build the extra kinetic term $\frac12(\gamma-1)\int(\partial_z\phi_i)(\partial_z\phi_j)$. The Coulomb term is now isotropic and the field term has no $\sqrt\gamma$. This representation couples $l$ only to $l$, $l\pm1$ and $l\pm2$, so a block-banded solver can exploit it; in (2) the Coulomb term couples all $l$ of equal parity when $\gamma\ne1$.

## Worked example: reading the plateau

Take $m_t=0.2$ and $m_l=1.0$ electron masses, and $\epsilon=12$. Then $\gamma=0.2$, $E^*=37.79$ meV, $a^*=3.175$ nm and $\mathcal F^*=119.0$ kV/cm. The field $F=0.3$ is $0.3\times119.0=35.7$ kV/cm.

At $\lambda=1.5$, angles were scanned in steps of 0.05 rad with threshold $|\partial E/\partial\theta|<10^{-5}$ effective Hartree per radian:

| $N,L$ | $E_r$ | $\Gamma$ | range (rad) |
|---|---|---|---|
| 8, 4 | −0.824643 | 0.010251 | none |
| 12, 8 | −0.824769 | 0.010515 | 0.40–0.60 |
| 16, 12 | −0.824770 | 0.010516 | 0.35–0.70 |
| 20, 16 | −0.824770 | 0.010516 | 0.25–0.80 |
| 24, 20 | −0.824770 | 0.010516 | 0.25–0.85 |

The smallest basis has a best angle, 0.50 rad, but its slope $5.2\times10^{-5}$ misses the threshold; the program prints this single angle as its range. The plateau then widens. Its best angle moves to 0.65 rad in the largest basis, while the energy hardly moves: the flat region matters, not a universal optimum angle.

The last basis enlargement changes $E$ by $5.7\times10^{-10}$, whereas the spread over the final plateau is $1.7\times10^{-7}$ effective Hartree. The larger number is the practical numerical uncertainty. It is an estimate, not a bound. The original-coordinate calculation gives $E_r=-0.82477028$ and $\Gamma=0.01051603$, against $-0.82477028$ and $0.01051592$ here.

For $N=12$, $L=10$, the joint search starts at $\lambda=1.354$, $\theta=0.500$ rad and reaches a zero at $\lambda=1.352$, $\theta=0.496$ rad. There $|D|=9\times10^{-14}$, but $\Gamma=0.01051571$ still differs from the largest-basis value by $2\times10^{-7}$. Driving $D$ to rounding level does not remove the basis error.

**The false plateau.** With $N=24$ but $L=2$, the smallest slope is $1.0\times10^{-9}$, as flat as in the largest basis. Yet $\Gamma=0.00487$, less than half the converged width, and the complex energy is wrong by $4.6\times10^{-3}$ effective Hartree. The reason is structural. Projection onto a fixed set of $l$ commutes with radial dilation, so the truncated problem is itself a rotated coupled-channel Hamiltonian. Its own resonance becomes independent of $\theta$ as $N$ grows. Angular convergence must be tested by raising $L$.

## Physical result and field dependence

The zero-field energy is $-0.79109$ effective Hartree, or $-29.90$ meV. At $F=0.3$,

$$E_r=-0.82477\times37.79\ \text{meV}=-31.17\ \text{meV},$$
$$\Gamma=0.010516\times37.79\ \text{meV}=0.397\ \text{meV}.$$

The level shifts down by 1.27 meV and $\hbar/\Gamma=1.66$ ps. These values hold for a valley whose heavy axis lies along the field. With the same field along a light axis the valley leaks faster, $\Gamma\approx0.071$ effective Hartree or $\hbar/\Gamma\approx0.24$ ps, so in a many-valley crystal such as silicon 1.66 ps is not the ionization time of the donor. The numerical uncertainty of $E$ is about $6\times10^{-6}$ meV; it says nothing about the omitted central-cell and valley effects.

The width rises from $3.45\times10^{-4}$ at $F=0.20$ to $4.16\times10^{-2}$ effective Hartree at $F=0.40$. On the axis the potential $-1/s-Fs$, with $s=-z$, has its saddle at $s=F^{-1/2}$ and height $-2\sqrt F$. For $F=0.3$ this is $-1.10$, below $E_r$, which would suggest free escape. But the electron is also confined sideways. Expanding $-1/\sqrt{s^2+\rho^2}$ gives $+\rho^2/(2s^3)$, hence a transverse frequency $s^{-3/2}=F^{3/4}$ and a two-dimensional zero-point energy of the same value. Adding it to the saddle height gives

$$-2\sqrt F+F^{3/4}=-1.10+0.41=-0.69,$$

above $E_r=-0.82$. This number is not reliable, however: the oscillator's mean square radius $F^{-3/4}=2.5$ is not small against $s^2=1/F=3.3$, as the expansion requires. The estimate shows that sideways confinement matters, but it does not decide whether the electron passes through a barrier or over it. The computed width does not depend on this picture.

Towards weak field, $\Gamma$ becomes small while the absolute energy error need not. An error $\delta E$ can change $\Gamma$ by $2|\delta E|$, so the relative width error can reach $2|\delta E|/\Gamma$. At $F=0.20$ the energies at 0.3 and 0.5 rad differ by $2.1\times10^{-9}$, which corresponds to a relative width change of up to about $10^{-5}$. This measures only the dependence on angle; the basis error must be tested separately by enlarging $N$ and $L$. Once $\Gamma$ is comparable with $2|\delta E|$, the computed width should be reported as unresolved. The remaining fields are listed in the numerical output.

## Values computed for the example and the checks

```
m_t = 0.2, m_l = 1.0 electron masses, permittivity 12.0
mass ratio gamma = 0.20
effective Hartree = 37.7936 meV
effective Bohr radius = 3.1751 nm
effective field unit = 119.033 kV/cm
Isotropic test, F = 0.1 (energies in effective Hartree)
  series:  Er = -0.527418175, Gamma = 0.014538114
  scaling: Er = -0.527418174, Gamma = 0.014538099
Derivatives at N=8, L=6, theta=0.6 rad (effective Hartree)
  dE/dtheta: difference 4.7915e-04+1.6278e-04j, virial 4.7912e-04+1.6276e-04j
  dE/dln(lam): difference -1.6274e-04+4.7909e-04j, virial -1.6276e-04+4.7912e-04j
Plateau: F = 0.3, lam = 1.5, |dE/dtheta| < 1e-05
 N  L  theta*  |dE/dtheta|   Er          Gamma       range/rad
 8  4  0.50    5.17e-05   -0.82464267 0.01025056  0.50-0.50
12  8  0.50    4.57e-07   -0.82476948 0.01051454  0.40-0.60
16 12  0.50    2.02e-08   -0.82477028 0.01051591  0.35-0.70
20 16  0.60    3.28e-09   -0.82477028 0.01051592  0.25-0.80
24 20  0.65    1.45e-09   -0.82477028 0.01051592  0.25-0.85
change from previous basis = 5.68e-10 eff. Hartree
spread on final plateau = 1.68e-07 eff. Hartree
False plateau N=24, L=2: theta* = 0.70 rad
  Er = -0.8211472, Gamma = 0.0048730 eff. Hartree
  |dE/dtheta| = 9.85e-10, energy error = 4.59e-03
Joint stationary point, N=12, L=10
  grid start: lam = 1.3543, theta = 0.5000 rad, |D| = 1.07e-07
  zero: lam = 1.35210, theta = 0.49584 rad, |D| = 9.0e-14
  Er = -0.82477025, Gamma = 0.01051571 eff. Hartree
Original coordinates, N=22, L=18, lam=1.9, theta=0.35 rad
  Er = -0.82477028, Gamma = 0.01051603 eff. Hartree
Zero-field energy = -0.7910865 eff. Hartree = -29.8980 meV
Main result at F = 0.3 = 35.710 kV/cm
  Er = -31.1710 meV, shift = -1.2730 meV
  Gamma = 0.39743 meV, lifetime = 1.656 ps
  practical uncertainty of E = 6.4e-06 meV
Field sweep, N=20, L=16, theta=0.40 rad (effective units)
  F      Er          Gamma       |E(0.3)-E(0.5)|
  0.20  -0.8045364  3.4529e-04  2.1e-09
  0.25  -0.8135999  2.9724e-03  6.2e-09
  0.30  -0.8247703  1.0516e-02  2.5e-08
  0.35  -0.8367507  2.3653e-02  6.5e-08
  0.40  -0.8486291  4.1597e-02  1.4e-07
```
